# Constitutional supercooling with a density change on freezing

## Question

A crystal grows from a dilute binary melt with a planar front. The thickness of crystal formed per unit time is $V$. The coordinate $z$ is measured from the front into the melt, in the frame of the front. The solid and liquid densities $\rho_s$ and $\rho_l$ are constant and differ. Let $x$ be the atomic fraction of solute, $x_i$ its value in the liquid at the front, $k=x_s/x_i<1$ the partition coefficient, and $D$ the solute diffusivity in the liquid; diffusion in the solid is neglected. The liquidus is $T_{liq}=T_m-|m|x$, and $G$ is the temperature gradient in the liquid at the front. Far from the front the melt has composition $x_0$.

Use these rough, round values for heavily doped silicon:

- $\rho_s=2.33$ and $\rho_l=2.57$ g/cm³; molar mass 28.085 g/mol
- $k=0.3$, $x_0=0.002$, $D=2\times10^{-8}$ m²/s, $V=10$ µm/s
- $T_m=1687$ K; latent heat $L=50$ kJ/mol
- thermal conductivities $\kappa_l=60$ and $\kappa_s=22$ W/(m K)
- solid–liquid surface energy $\gamma=0.4$ J/m²

## (a) Balances at the front

**Find the speed of the melt toward the front and the solute gradient at the front.**

In the frame of the front, melt arrives at speed $V_l$ and crystal leaves at speed $V$. No mass collects at the front, so

$$\rho_lV_l=\rho_sV,\qquad V_l=\beta V,\qquad \beta=\frac{\rho_s}{\rho_l}.$$

Because the liquid density is constant, $V_l$ is the same at every $z$. In a dilute alloy the mean atomic mass is nearly equal in both phases, so the atomic densities obey $n_s/n_l=\beta$ as well.

The solute flux toward the front has a part carried by the flow, $n_lV_lx_i$, and a diffusive part, $+n_lDx'(0)$. The second sign follows from Fick's law: the flux along $+z$ is $-n_lDx'$, and the front lies in the opposite direction. The crystal removes solute at the rate $n_sVkx_i=n_lV_lkx_i$. Equating supply and removal gives

$$V_lx_i+Dx'(0)=V_lkx_i,\qquad x'(0)=-\frac{V_l}{D}(1-k)x_i. \tag{1}$$

The density enters through $V_l$ alone. For a denser liquid $\beta<1$: less melt thickness is consumed per unit thickness of crystal, and the solute pile-up is less steep.

## (b) The criterion

**For steady growth without stirring, find the smallest $G$ that leaves no supercooled liquid. By what fraction does the density change of silicon alter the critical $G/V$ at fixed $x_0$?**

The steady flux along $+z$, $-n_l(V_lx+Dx')$, does not depend on $z$. Differentiating,

$$Dx''+V_lx'=0,\qquad x=x_0+(x_i-x_0)e^{-pz},\qquad p=\frac{V_l}{D}.$$

The slope at the front is $-p(x_i-x_0)$. Equation (1) requires it to be $-p(1-k)x_i$, hence $x_i=x_0/k$: the crystal has the composition of the distant melt.

Neglect curvature and growth kinetics, so that the front is at $T_{liq}(x_i)$. Over the thin solute layer the liquid temperature is $T_{liq}(x_i)+Gz$. There is no supercooling if this is at least $T_{liq}(x(z))$ for every $z>0$:

$$Gz\ge |m|\,[x_i-x(z)]=|m|(x_i-x_0)(1-e^{-pz}).$$

Since $1-e^{-u}\le u$, the condition $G\ge |m|(x_i-x_0)p$ is sufficient. Dividing the inequality by $z$ and letting $z\to0$ shows that it is also necessary. With $x_i-x_0=x_0(1-k)/k$,

$$\boxed{\left(\frac GV\right)_c=\frac{\rho_s}{\rho_l}\,\frac{|m|(1-k)x_0}{kD}} \tag{2}$$

Equal densities give the same expression without $\rho_s/\rho_l$. For silicon $\beta=2.33/2.57=0.9066$, a reduction of 9.3 percent. The result depends on the densities adopted. A liquid density of 2.50 g/cm³ would give 6.8 percent. The solid value 2.33 g/cm³ belongs to room temperature; thermal expansion lowers it to about 2.29 g/cm³ at the melting point, which with 2.57 g/cm³ for the liquid gives about 10.9 percent. The rounded value 2.33 is kept below.

The speed must be that of the front relative to the crystal. If the criterion is written with the speed relative to the melt, $V_l$, no density factor appears. In crystal pulling, $V$ is the pulling speed plus the speed at which the front sinks in the laboratory.

## (c) Numbers for silicon

**Find the liquidus slope for ideal solutions and the critical gradient. Is 7.4 K/cm enough?**

The solvent has equal chemical potentials in the two phases. Near $T_m$ the pure phases differ by $\mu_l^0-\mu_s^0=L(1-T/T_m)$, so

$$RT\,[\ln(1-kx)-\ln(1-x)]=L\left(1-\frac{T}{T_m}\right).$$

For small $x$ the bracket is $(1-k)x$, and $T$ on the left may be replaced by $T_m$. Then

$$T_m-T=\frac{RT_m^2}{L}(1-k)x,\qquad |m|=\frac{RT_m^2}{L}(1-k)=331\ \text{K}$$

per unit atomic fraction. The liquid at the front has $x_i=0.002/0.3=0.00667$, so the liquidus rises across the solute layer by $331.3\times0.004667=1.546$ K. The melt speed is $V_l=9.07$ µm/s and the layer thickness is $D/V_l=2.21$ mm. Therefore

$$G_c=\frac{1.546\ \text{K}}{0.2206\ \text{cm}}=7.01\ \text{K/cm}.$$

Equal densities would give 7.73 K/cm. A gradient of 7.4 K/cm is thus sufficient, although the criterion without density change would reject it. The corresponding $G/V$ values are 7010 and 7730 K s/cm².

Three approximations can be sized. If the ideal equilibrium equation is kept in full, the liquidus at $x_i$ is steeper by 0.6 percent. Heat carried by the flow bends the temperature profile over a length $\alpha/V_l$, where $\alpha=\kappa_l/(\rho_lc)$ is the thermal diffusivity. With a rough heat capacity $c=1000$ J/(kg K), the relative change of gradient across the solute layer is about $D/\alpha=9\times10^{-4}$. A solute heavier than silicon makes the mean atomic mass differ across the front; writing the balance in mass fractions raises $G_c$ by 0.05 percent for phosphorus and 0.8 percent for arsenic. All three are small beside 9 percent.

## (d) Concentrations per volume

**Suppose that the partition coefficient is given as $k_v=C_s/C_l$, with $C$ the number of solute atoms per volume. How must the classical gradient $V(1-k_v)C_l/D$ be corrected?**

At the front $C_l=n_lx_i$ and $C_s=n_skx_i$, so $k_v=\beta k=0.272$. The solute balance is now

$$V_lC_l+DC'(0)=VC_s=Vk_vC_l,$$

and with $V_l=\beta V$,

$$-C'(0)=\frac VD(\beta-k_v)C_l.$$

At fixed $C_l$ the correction factor is therefore

$$\frac{\beta-k_v}{1-k_v}=\frac{0.9066-0.2720}{1-0.2720}=0.872.$$

The physical gradient is the one found in (a); the reference formula has changed. The factor tends to $\beta$ as $k\to0$. For $k\to1$ it tends to zero, since $k_v\to\beta$: equal atomic fractions cause no pile-up, while the uncorrected formula mistakes the density step for rejection of solute. The figure of nine percent thus belongs to partition coefficients defined by fractions.

## (e) The initial transient

**Growth starts at $t=0$ from a melt of uniform composition $x_0$. For $k<1/2$, show that the density change lowers the critical gradient at any given later time by more than the factor $\beta$, and evaluate it at 600 s.**

In the frame of the front, $\partial_tx=D\,\partial_z^2x+V_l\,\partial_zx$. Set $\zeta=V_lz/D$, $\tau=V_l^2t/D$ and $u=x/x_0-1$. Then, with primes for $\partial_\zeta$,

$$\partial_\tau u=u''+u',\qquad u'(0,\tau)=-(1-k)[1+u(0,\tau)],$$

with $u=0$ initially and far away. The Laplace transform obeys $s\hat u=\hat u''+\hat u'$. Its decaying solution is $\hat u=Ae^{-q\zeta}$ with $q^2-q-s=0$, that is, $q=\tfrac12+\sqrt{s+\tfrac14}$. The boundary condition gives $-qA=-(1-k)(1/s+A)$, so

$$A=\frac{1-k}{s(q-1+k)}. \tag{3}$$

Because $u$ starts from zero, the transform of $\partial_\tau u(0,\tau)$ is $sA$. With $a=\tfrac12-k>0$,

$$sA=\frac{1-k}{\sqrt{s+1/4}-a}=(1-k)\sum_{n=0}^{\infty}\frac{a^n}{(s+1/4)^{(n+1)/2}}.$$

Each term is the transform of a positive function, proportional to $\tau^{(n-1)/2}e^{-\tau/4}$. Hence $x_i$ rises steadily.

The critical gradient is still set at the front if the profile is convex. The factor $e^{-q\zeta}$ is the transform of a positive function of $\tau$:

$$\frac{\zeta}{2\sqrt{\pi}\,\tau^{3/2}}\exp\left(-\frac{\zeta^2}{4\tau}-\frac\tau4-\frac\zeta2\right).$$

Convolution with the positive rate at the front gives $\partial_\tau u>0$ at every $\zeta$. The quantity $-u'$ obeys the same differential equation, starts from zero and is positive at the front, so the same convolution makes it positive everywhere. Then $u''=\partial_\tau u-u'>0$. The liquidus temperature lies below its tangent at the front, and by (1)

$$G_c(t)=\frac{|m|(1-k)V_l}{D}\,x_i(t). \tag{4}$$

At the same $V$ and $t$, a denser liquid has a smaller $V_l$ and also a smaller $\tau=V_l^2t/D$, hence a smaller $x_i$. Both factors in (4) fall, which proves the claim. If the comparison is made at equal crystal composition $x_s=kx_i$, the second effect is absent and the ratio is $\beta$.

At 600 s, 6 mm of crystal has grown. Here $\tau=2.47$ with the real densities and $3.00$ with equal densities. Numerical inversion of (3) gives $x_i=0.471$ and $0.495$ atomic percent. Equation (4) then gives 4.95 and 5.74 K/cm, a reduction of 13.8 percent. For $t\to0$ both melts have $x_i=x_0$; for $t\to\infty$, $sA\to(1-k)/k$ as $s\to0$, and both have $x_i=x_0/k$. In both limits the ratio returns to $\beta$.

## (f) A stirred melt

**Let stirring hold the composition at $x_0$ beyond a film of thickness $\delta=0.5$ mm. Find the steady critical gradient.**

The flux toward the front is constant in the film and equals the removal by the crystal: $Dx'+V_lx=V_lkx_i$. The solution with $x(0)=x_i$ is

$$x=kx_i+(1-k)x_ie^{-pz}.$$

Setting $x(\delta)=x_0$ gives

$$x_i=\frac{x_0}{k+(1-k)e^{-p\delta}}.$$

Here $p\delta=0.5/2.206=0.227$, so $x_i=0.002/(0.3+0.7\times0.797)=0.00233$. The profile is convex in the film and flat beyond it, so (4) still applies and $G_c=2.45$ K/cm. A thick film restores $x_i=x_0/k$; a vanishing film gives $x_i=x_0$.

Stirring thus lowers the requirement by a factor of almost three at fixed melt composition, far more than the density change does. The crystal is then also more dilute, with $kx_i=0.07$ atomic percent. For a prescribed crystal composition $x_s$, equation (4) gives $G_c=\beta|m|(1-k)x_sV/(kD)$ whether or not the melt is stirred.

## (g) Does the front break down when supercooling appears?

**Return to the unstirred steady state. Find the liquid gradient at which a stationary ripple of the front first becomes possible, including capillarity and latent heat.**

Let the front be $z=\varepsilon\cos\omega y$, to first order in $\varepsilon$. Take the melt flow as uniform. This satisfies the mass balance at a stationary front, because the normal components of both speeds carry the same factor. The tangential components differ slightly when the densities differ, so a viscous melt that sticks to the crystal is also sheared; this extra flow, proportional to $\varepsilon(1-\beta)$, is neglected.

*Solute.* Add $\varepsilon a\,e^{-\omega_*z}\cos\omega y$ to the steady profile. The diffusion equation requires $\omega_*^2-p\omega_*-\omega^2=0$, so $\omega_*=p/2+\sqrt{p^2/4+\omega^2}$. Write $g=-x'(0)$ for the unperturbed profile; then $x''(0)=pg$. Condition (1), taken on the displaced front, gives

$$pg-a\omega_*=-p(1-k)(a-g),\qquad a=\frac{pkg}{\omega_*-(1-k)p}.$$

The composition on the front changes by $\varepsilon(a-g)\cos\omega y$. A crest is also curved, which lowers its melting temperature by $\varepsilon\Gamma\omega^2$, where $\Gamma=\gamma T_m/(\rho_sh)=1.63\times10^{-7}$ K m and $h=1.78\times10^6$ J/kg is the latent heat per mass. Since $|m|g=G_c$, the equilibrium temperature at the crest changes by $\varepsilon F$, with

$$F(\omega)=G_c\,\frac{\omega_*-p}{\omega_*-(1-k)p}-\Gamma\omega^2.$$

*Heat.* Neglect heat carried by the flow, and let $G_s$ be the gradient in the solid. The temperature perturbations are $\varepsilon b_le^{-\omega z}\cos\omega y$ in the liquid and $\varepsilon b_se^{\omega z}\cos\omega y$ in the solid. Continuity of temperature requires $G+b_l=G_s+b_s$. The release of latent heat is unchanged, so $\kappa_sb_s+\kappa_lb_l=0$. Eliminating $b_s$ gives $b_l=\kappa_s(G_s-G)/(\kappa_s+\kappa_l)$. The crest temperature therefore changes by $\varepsilon G_*$, with

$$G_*=G+b_l=\frac{\kappa_lG+\kappa_sG_s}{\kappa_l+\kappa_s}=\frac{2\kappa_lG+\rho_shV}{\kappa_l+\kappa_s}.$$

The last form uses the heat balance $\kappa_sG_s=\kappa_lG+\rho_shV$.

A stationary ripple needs $G_*=F(\omega)$. As $G$ is lowered, this first becomes possible when $G_*$ equals the maximum of $F$. That point marks breakdown if the instability sets in without oscillation, which is assumed here. Numerical maximization gives 6.79 K/cm at a wavelength of 0.94 mm, 3 percent below $G_c$. The maximum is flat: including the neglected shear flow, with a kinematic viscosity of $3\times10^{-7}$ m²/s, moves it to 6.80 K/cm at 0.96 mm and changes the liquid gradient found below by about 0.01 K/cm. With $\rho_shV=4.15\times10^4$ W/m²,

$$G=\frac{82\times679-41500}{120}\ \text{K/m}\approx1.2\ \text{K/cm}.$$

At the supercooling limit, $G=7.0$ K/cm, the solid gradient is 38 K/cm and $G_*$ is 15 K/cm, more than twice what stability needs. In this model the liquid is supercooled between about 1.2 and 7.0 K/cm while the planar front remains stable against small ripples. Equation (2) is the limit for supercooled liquid; here it is a cautious limit for a flat front. The value 1.2 K/cm is a small difference of large terms and is sensitive to the rough thermal data: raising or lowering the latent heat by ten percent, at fixed liquidus slope, moves it to about 0.8 or 1.5 K/cm.

## (h) The model and real silicon growth

**Which assumptions matter most in practice?**

The chosen speed, 0.6 mm/min, is of the order used in pulling silicon crystals. The crystal composition corresponds to about $10^{20}$ dopant atoms per cm³, which is very heavy doping; at ordinary doping levels $G_c$ is much smaller, in proportion to $x_0$ as long as $k$ is constant. That condition is not assured here: the intrinsic carrier density of silicon at the melting point is roughly a few times $10^{19}$ per cm³, so a crystal with $10^{20}$ dopants per cm³ is extrinsic as it grows, and the partition coefficient of an ionized dopant may differ from its dilute value. Real melts convect, and the film in (f) shows how far this can move the result at fixed melt composition: from 7.0 to 2.5 K/cm. In the unstirred steady state $G_c\propto1/D$, so an error of ten percent in the diffusivity is about as large as the density correction, and diffusivities in liquid silicon are hardly known that well. Facets and growth kinetics, which let parts of the front lie below the liquidus, are absent from the model. The density factor is therefore a definite correction to the solute balance, but it improves a predicted gradient only slightly when other errors, such as that of the diffusivity, are much larger than ten percent.

All numerical values are calculated from the stated model.
